**Harpooning distance from a minimized surface charge**

The program tests the formula $z_h=e^2/[4(W-A)]$, where $W$ is the work function, $A$ the electron affinity and $z_h$ the distance from the image plane at which electron transfer costs no energy. It assumes no image charge: the surface charge is expanded in 32 Gaussian disks, and the total electrostatic energy is minimized. It asserts that the minimum agrees with $-e^2/(4z)$ to within one part in $10^4$ at four distances, and that the interaction and self-energy agree with $-e^2/(2z)$ and $+e^2/(4z)$ to the same tolerance. Further assertions cover the disk–ion integral, the induced charge, the attractive force, and the sign of the transfer cost on either side of the crossing. The crossing found numerically from the minimized energy must also match the formula for three pairs of $W$ and $A$. For $W=4.1$ eV and $A=0.45$ eV, the output shows 0.9863 Å by both roads. It also shows the distances of 1.973 Å and 3.945 Å that would follow from the energies $-e^2/(2z)$ and $-e^2/z$.

## Numerical check

```python
"""Harpooning distance of an oxygen molecule at a flat ideal metal.

Result under test: z_h = e^2 / (4 (W - A)), in Gaussian units, where
  W   work function of the metal (eV)
  A   electron affinity of the molecule (eV)
  e^2 squared elementary charge (eV angstrom)
  z   distance of the point ion from the image plane (angstrom)
Electron transfer costs W - A + U(z), with U the energy of the ion at the metal.

Independent road: U is found without an image charge. The surface charge is
expanded in Gaussian disks, and the total electrostatic energy is minimized.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfcx

E2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
WORK_FUNCTION = 4.1
AFFINITY = 0.45

# Widths of the disks in angstrom; they do not depend on the ion position.
WIDTHS = np.geomspace(0.1, 1.0e4, 32)


def disk_point(width, height):
    """Coulomb integral of a unit Gaussian disk and a unit point charge."""
    return np.sqrt(np.pi / 2) / width * erfcx(height / (np.sqrt(2) * width))


# Two coplanar concentric disks interact through the combined width.
DISK_DISK = np.sqrt(np.pi / 2) / np.sqrt(
    WIDTHS[:, None] ** 2 + WIDTHS[None, :] ** 2)
SCALE = np.sqrt(WIDTHS)
SCALED_MATRIX = SCALE[:, None] * DISK_DISK * SCALE[None, :]


def minimized_surface(height):
    """Return interaction energy, self-energy (eV), induced charge (e)."""
    coupling = disk_point(WIDTHS, height)
    charges = SCALE * np.linalg.solve(SCALED_MATRIX, SCALE * coupling)
    interaction = -E2 * (coupling @ charges)
    self_energy = 0.5 * E2 * (charges @ DISK_DISK @ charges)
    return interaction, self_energy, charges.sum()


def minimized_energy(height):
    interaction, self_energy, _ = minimized_surface(height)
    return interaction + self_energy


def image_energy(height):
    return -E2 / (4 * height)


def harpoon_distance(work_function, affinity):
    return E2 / (4 * (work_function - affinity))


def numerical_crossing(work_function, affinity):
    return brentq(lambda z: work_function - affinity + minimized_energy(z),
                  0.4, 8.0, xtol=1e-11)


# Disk-point integral against real-space quadrature, also in the plane.
for width, height in [(0.7, 1.2), (2.0, 0.5), (1.3, 0.0)]:
    def integrand(rho):
        density = np.exp(-rho**2 / (2 * width**2)) / (2 * np.pi * width**2)
        if height == 0.0:
            return 2 * np.pi * density
        return 2 * np.pi * rho * density / np.hypot(rho, height)
    direct = quad(integrand, 0, 12 * width, epsabs=1e-11)[0]
    assert abs(direct - disk_point(width, height)) < 1e-8

# Energy, its two parts, and induced charge, from the minimization.
# The tolerances cover the finite set of disks.
distances = [0.7, 1.0, 2.0, 4.0]
for z in distances:
    interaction, self_energy, charge = minimized_surface(z)
    assert abs((interaction + self_energy) / image_energy(z) - 1) < 1e-4
    assert abs(interaction / (-E2 / (2 * z)) - 1) < 1e-4
    assert abs(self_energy / (E2 / (4 * z)) - 1) < 1e-4
    assert abs(charge - 1) < 1e-2

# Attractive force as the slope of the minimized energy.
step = 0.01
for z in [1.0, 2.0]:
    slope = (minimized_energy(z + step) - minimized_energy(z - step)) / (2 * step)
    assert abs(slope / (E2 / (4 * z**2)) - 1) < 1e-3

# Crossing distance for the given values and for the two sensitivity cases.
cases = [(WORK_FUNCTION, AFFINITY), (WORK_FUNCTION, 0.0),
         (WORK_FUNCTION - 1.0, AFFINITY)]
for work_function, affinity in cases:
    numerical = numerical_crossing(work_function, affinity)
    assert abs(numerical / harpoon_distance(work_function, affinity) - 1) < 1e-4

z_h = harpoon_distance(WORK_FUNCTION, AFFINITY)
z_numerical = numerical_crossing(WORK_FUNCTION, AFFINITY)
gap = WORK_FUNCTION - AFFINITY
assert abs(z_h - 1.0) < 0.05
# Transfer costs energy outside the crossing and releases it inside.
assert gap + minimized_energy(1.2 * z_h) > 0
assert gap + minimized_energy(0.8 * z_h) < 0

print(f"e^2 = {E2:.4f} eV angstrom")
print(f"work function W = {WORK_FUNCTION:.2f} eV")
print(f"electron affinity A = {AFFINITY:.2f} eV")
print(f"transfer cost at infinity W - A = {gap:.2f} eV")
print("Energies by distance from the image plane:")
for z in distances:
    print(f"z = {z:.1f} angstrom: image formula {image_energy(z):.4f} eV, "
          f"minimized {minimized_energy(z):.4f} eV, "
          f"transfer cost {gap + image_energy(z):.3f} eV")
parts = minimized_surface(1.0)
print(f"at 1.0 angstrom, ion-surface interaction = {parts[0]:.4f} eV")
print(f"at 1.0 angstrom, surface self-energy = {parts[1]:.4f} eV")
print(f"at 1.0 angstrom, induced charge = {parts[2]:.3f} e")
print(f"harpooning distance, formula = {z_h:.4f} angstrom")
print(f"harpooning distance, minimized energy = {z_numerical:.4f} angstrom")
print(f"harpooning distance, formula = {z_h / BOHR:.3f} bohr")
print(f"wrong energy -e^2/(2z) would give {E2 / (2 * gap):.3f} angstrom")
print(f"wrong energy -e^2/z would give {E2 / gap:.3f} angstrom")
print(f"distance with A set to zero = "
      f"{harpoon_distance(*cases[1]):.3f} angstrom")
print(f"distance with W lowered to {cases[2][0]:.2f} eV = "
      f"{harpoon_distance(*cases[2]):.3f} angstrom")
print("success")
```

Running it gives:

```
e^2 = 14.3996 eV angstrom
work function W = 4.10 eV
electron affinity A = 0.45 eV
transfer cost at infinity W - A = 3.65 eV
Energies by distance from the image plane:
z = 0.7 angstrom: image formula -5.1427 eV, minimized -5.1427 eV, transfer cost -1.493 eV
z = 1.0 angstrom: image formula -3.5999 eV, minimized -3.5999 eV, transfer cost 0.050 eV
z = 2.0 angstrom: image formula -1.8000 eV, minimized -1.8000 eV, transfer cost 1.850 eV
z = 4.0 angstrom: image formula -0.9000 eV, minimized -0.9000 eV, transfer cost 2.750 eV
at 1.0 angstrom, ion-surface interaction = -7.1998 eV
at 1.0 angstrom, surface self-energy = 3.5999 eV
at 1.0 angstrom, induced charge = 1.000 e
harpooning distance, formula = 0.9863 angstrom
harpooning distance, minimized energy = 0.9863 angstrom
harpooning distance, formula = 1.864 bohr
wrong energy -e^2/(2z) would give 1.973 angstrom
wrong energy -e^2/z would give 3.945 angstrom
distance with A set to zero = 0.878 angstrom
distance with W lowered to 3.10 eV = 1.358 angstrom
success
```
